# Electron populations of the split Delta valleys in tensile (001) silicon

## Problem

A silicon film is stretched equally along [100] and [010], and its top surface, normal to [001], is free of stress. The six Delta valleys of the conduction band then separate into two groups. The two valleys on the [001] axis, called $\Delta_2$, lie an energy $D=0.100$ eV below the four valleys on the in-plane axes, called $\Delta_4$. The film is at $T=300$ K, and its conduction electrons are in thermal equilibrium and nondegenerate.

1. Why does tension lower the $\Delta_2$ pair?
2. What fraction $f$ of the conduction electrons occupies that pair?
3. How does $f$ change when the electron gas becomes denser, the film thinner, or the temperature different?

Energies are in eV and lengths in nm. $D$ is the $\Delta_4$ edge minus the $\Delta_2$ edge, so it is positive here. Each valley is taken as a parabolic ellipsoid with one longitudinal mass $m_l$ along its own axis and two equal transverse masses $m_t$. Strain moves the valley edges but is assumed to leave these masses unchanged. Electrons bound to donors are not counted, and other conduction valleys are taken to be too high to hold a noticeable population. For questions 1 and 2 the film is thick enough to be treated as bulk material, with flat bands.

## A first estimate by scaling

The quantities that can set the populations are $D$, the thermal energy $kT$, the masses and the numbers of valleys. At 300 K,

$$kT=0.025852\ \text{eV},\qquad \frac{D}{kT}=3.868 .$$

In a nondegenerate gas, raising a state by $D$ reduces its occupation by the Boltzmann factor

$$b=e^{-D/kT}=0.0209 .$$

The masses set how many states a valley offers within reach of $kT$. Since all six valleys have the same shape, this number should be similar in both groups. If every remaining factor of order one is set to one, the ratio of the populations is $n_4/n_2\sim b$, and

$$f\sim\frac{1}{1+b}=0.98 .$$

The estimate leaves about 2 percent of the electrons in the upper valleys. Its exponent is reliable, but its prefactor has been guessed. The upper population could therefore be wrong by a factor of order one, while the lower population, being close to one, can move by only a few percentage points.

## Exact solution within the model

### The sign and size of the splitting

Let $e>0$ be the in-plane strain, $e_{xx}=e_{yy}=e$, and let $e_{zz}$ be the strain along the film normal. There is no shear. The elastic energy density of a cubic crystal is then

$$U=\tfrac12C_{11}(2e^2+e_{zz}^2)+C_{12}(e^2+2e\,e_{zz}).$$

The normal stress is the derivative of $U$ with respect to $e_{zz}$, and it vanishes because the surface is free:

$$\frac{\partial U}{\partial e_{zz}}=C_{11}e_{zz}+2C_{12}e=0
\quad\Longrightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

The film becomes thinner as it is stretched. In linear deformation-potential theory, a valley on the axis $i$ shifts by

$$\delta E_i=\Xi_d(e_{xx}+e_{yy}+e_{zz})+\Xi_u e_{ii}.$$

The first term depends on the change of volume and is the same for all six valleys. The second depends on the strain along the valley's own axis. It equals $\Xi_u e$ for each $\Delta_4$ valley and $\Xi_u e_{zz}$ for each $\Delta_2$ valley. Subtracting gives

$$D=\Xi_u(e-e_{zz})=\Xi_u e\left(1+\frac{2C_{12}}{C_{11}}\right).$$

For silicon $\Xi_u$ is positive, a property of its band structure that is taken here as an input, so $D>0$ under tension: the $\Delta_2$ pair lies lower than the $\Delta_4$ valleys. Biaxial compression, $e<0$, reverses the order of the two groups.

With the rough values $C_{11}=166$ GPa, $C_{12}=64$ GPa and $\Xi_u=9$ eV, the bracket is $1+0.771=1.771$. The strain needed for the stated splitting is

$$e=\frac{0.100}{9\times1.771}=0.00627,$$

or about 0.63 percent in the plane, accompanied by a contraction of about 0.48 percent along the normal.

### The population of one valley

Measured from the centre of a valley with edge $E_v$, the electron energy is

$$E=E_v+\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_l}+\frac{k_2^2+k_3^2}{m_t}\right),$$

where $k_1$ runs along the valley axis. The Fermi occupation is $1/(e^{(E-\mu)/kT}+1)$, with $\mu$ the chemical potential. Nondegenerate means that the exponential is much larger than one even at the lowest edge, so the occupation reduces to $e^{-(E-\mu)/kT}$.

There are $1/(2\pi)^3$ wave vectors per unit volume of $k$ space and per unit volume of crystal, and each holds two spin states. The density of electrons in the valley is therefore

$$n_v=\frac{2}{(2\pi)^3}\,e^{(\mu-E_v)/kT}\int d^3k\;
\exp\left[-\frac{\hbar^2}{2kT}\left(\frac{k_1^2}{m_l}+\frac{k_2^2+k_3^2}{m_t}\right)\right].$$

The integral is a product of three Gaussian integrals. The integration limits can be taken to infinity because the integrand is small far from the valley centre. For a mass $m$,

$$\int_{-\infty}^{\infty}dk\,e^{-\hbar^2k^2/2mkT}
=\sqrt{\frac{2\pi mkT}{\hbar^2}}=\frac{2\pi}{\lambda},
\qquad \lambda=\sqrt{\frac{2\pi\hbar^2}{mkT}} .$$

The length $\lambda$ is the thermal wavelength for that mass. The three factors of $2\pi$ cancel the $(2\pi)^3$ in front, leaving

$$n_v=N_v\,e^{(\mu-E_v)/kT},\qquad N_v=\frac{2}{\lambda_l\lambda_t^2}.$$

With the rough masses $m_l=0.92$ and $m_t=0.19$ in units of the free-electron mass, $\lambda_l=4.487$ nm and $\lambda_t=9.873$ nm. Then $N_v=2/(4.487\times9.873^2)=4.57\times10^{-3}$ nm$^{-3}$, or $4.57\times10^{18}$ cm$^{-3}$.

The direction of the valley axis does not appear in $N_v$. Turning an ellipsoid changes its orientation in $k$ space but not its volume, so the two groups offer the same effective number of states per valley.

### The fraction in the lower pair

Equilibrium requires one chemical potential for all valleys. Let $E_2$ be the $\Delta_2$ edge, so that the $\Delta_4$ edge is $E_2+D$. The two groups contain

$$n_2=2N_v e^{(\mu-E_2)/kT},\qquad
n_4=4N_v e^{(\mu-E_2-D)/kT}.$$

In the ratio, $N_v$, $\mu$ and $E_2$ cancel:

$$\frac{n_4}{n_2}=\frac42\,e^{-D/kT}=2b .$$

The fraction sought is $n_2/(n_2+n_4)$. Dividing numerator and denominator by $n_2$ gives

$$\boxed{f=\frac{1}{1+2e^{-D/kT}}}$$

For the given splitting and temperature,

$$f=\frac{1}{1+2\times0.02090}=\frac{1}{1.0418}=0.960 .$$

About 96 percent of the electrons are in the lower pair and about 4 percent in the upper four valleys. A direct sum of Boltzmann factors over a $k$ grid with 81 points along each axis, made separately for all six strained ellipsoids, also gives 95.99 percent. Because the grid is cubic and common to all valleys, the six kinetic sums are equal by symmetry, so this agreement tests only the valley edges and the valley count. The independent content of the sum is that it reproduces the Gaussian value of $N_v$.

## Comparison of estimate and solution

The estimate gave 98 percent and the solution gives 96 percent. The difference looks small when the lower pair is considered, but the upper population has nearly doubled, from 2.05 to 4.01 percent. The missing factor is the ratio of the valley counts, $4/2$. It doubles $n_4/n_2$; the upper fraction grows slightly less than twofold because the total in its denominator grows as well.

The factor can also be read as an entropy. Writing $2=e^{\ln2}$,

$$\frac{n_4}{n_2}=\exp\left[-\frac{D-kT\ln2}{kT}\right].$$

The larger choice of upper valleys offsets part of their energy cost. At 300 K the offset is $kT\ln2=0.018$ eV, so the populations are those of two equally numerous groups separated by 0.082 eV.

### Limits

When $D=0$, the formula gives $f=1/3$, which is two valleys out of six. For $D\ll kT$, use $b\approx1-D/kT$:

$$f\approx\frac{1}{3-2D/kT}=\frac13\,\frac{1}{1-2D/3kT}
\approx\frac13+\frac{2D}{9kT}.$$

A small strain therefore transfers electrons in proportion to the splitting. In the opposite limit, $D\gg kT$, the upper fraction is $1-f\approx2b$. Here that approximation gives 4.18 percent instead of 4.01 percent, so the example is already close to the large-splitting limit.

### Sensitivity to the splitting

Since $db/dD=-b/kT$,

$$\frac{df}{dD}=-\frac{1}{(1+2b)^2}\,2\frac{db}{dD}
=\frac{2b}{(1+2b)^2kT}=\frac{f(1-f)}{kT}.$$

The last step uses $f=1/(1+2b)$ and $1-f=2b/(1+2b)$. Numerically, the slope is 0.149 percentage points per meV. A splitting 10 meV smaller gives 94.2 percent and one 10 meV larger gives 97.2 percent. The loss exceeds the gain because the slope falls as $f$ approaches one.

Solving the boxed formula for the splitting gives $2b=(1-f)/f$, hence

$$D=kT\ln\frac{2f}{1-f}.$$

At 300 K, 96 percent requires 0.1001 eV and 99 percent requires 0.137 eV. When $f$ is close to one, the formula reduces to $D\approx kT\ln[2/(1-f)]$. Each halving of the upper fraction then costs about $kT\ln2=0.018$ eV of further splitting, however few electrons it moves.

### What the transfer does to in-plane motion

Along [100], a $\Delta_2$ electron responds with the light mass $m_t$. Of the $\Delta_4$ valleys, two present $m_t$ and two present $m_l$ in that direction. The average inverse mass is therefore

$$\left\langle\frac1{m_x}\right\rangle
=\frac{f}{m_t}+\frac{1-f}{2}\left(\frac1{m_t}+\frac1{m_l}\right)
=\frac{1+f}{2m_t}+\frac{1-f}{2m_l}.$$

The weight of the light mass rises from $2/3$ without strain to 0.98 here. This favours a higher in-plane mobility, but the mobility also depends on scattering times, which the population formula does not supply.

## When the gas is not dilute

Let $z=e^{(\mu-E_2)/kT}$, and let $u$ be the kinetic energy divided by $kT$. For $z<1$, the occupation in a lower valley can be expanded:

$$\frac{1}{z^{-1}e^{u}+1}=ze^{-u}-z^2e^{-2u}+\cdots$$

The first term is the Boltzmann result. The second contains the same Gaussian with its exponent doubled. Each of the three $k$ integrals is then smaller by $1/\sqrt2$, which gives a total factor $1/\sqrt8$. For an upper valley, $z$ is replaced by $zb$. To this order,

$$n_2=2N_vz\left(1-\frac{z}{\sqrt8}\right),\qquad
n_4=4N_vzb\left(1-\frac{zb}{\sqrt8}\right).$$

Keeping terms linear in $z$ inside the correction,

$$\frac{n_4}{n_2}\approx2b\left[1+\frac{z(1-b)}{\sqrt8}\right].$$

With $r=n_4/n_2$ and $f=1/(1+r)$, a small change obeys $\delta f=-f^2\delta r$. Since $2bf^2=f(1-f)$,

$$\delta f\approx-f(1-f)\,\frac{z}{\sqrt8}\,(1-b).$$

The sign is negative: the Pauli principle limits the lower valleys first and pushes electrons upward.

At $10^{17}$ electrons per cm$^3$, the full Fermi-Dirac calculation gives $(\mu-E_2)/kT=-4.553$, so $z=0.0105$. The correction is

$$\delta f\approx-0.960\times0.0401\times\frac{0.0105}{2.828}\times0.979
=-1.4\times10^{-4},$$

or $-0.014$ percentage points, in agreement with the full calculation. The nondegenerate assumption is safe at this density. At $10^{19}$ cm$^{-3}$, $(\mu-E_2)/kT=0.391$. Now $z>1$ and the expansion cannot be used. The full integrals give $f=94.4$ percent, 1.6 percentage points below the dilute value. These numbers are for noninteracting electrons in parabolic valleys. Exchange between electrons of the same valley lowers the crowded $\Delta_2$ edge more than the $\Delta_4$ edge and so works against the Pauli effect. With static Thomas-Fermi screening the lowering at $10^{19}$ cm$^{-3}$, averaged over the states near the chemical potential, is about 3 meV and $f$ is near 95 percent. The result depends strongly on the screening: unscreened exchange gives about 12 meV and 96.3 percent. At $10^{17}$ cm$^{-3}$ the exchange shift of $f$ is about $+0.02$ percentage points, of the same order as the Pauli correction and of opposite sign.

## When the film is thin

Suppose the electrons are confined between hard walls a distance $L$ apart, with flat bands between them. $D$ still denotes the strain splitting of the bulk edges. Motion along the normal has the levels

$$E_j=\frac{\pi^2\hbar^2j^2}{2m_zL^2},\qquad
\frac{E_j}{kT}=\pi a^2j^2,\qquad a=\frac{\lambda}{2L},\qquad j=1,2,\ldots$$

where $\lambda$ belongs to the mass $m_z$ along the normal. The sum of Boltzmann factors is

$$S=\sum_{j=1}^{\infty}e^{-\pi a^2j^2}.$$

Extended to all integers, the sum is $1+2S$: the term $j=0$ contributes one, and positive and negative $j$ contribute equally. Poisson summation turns this extended sum into

$$1+2S=\frac1a\left(1+2e^{-\pi/a^2}+\cdots\right).$$

For $L=10$ nm and $\lambda=9.873$ nm, the first correction in the bracket is about $5\times10^{-6}$. Dropping it gives

$$S\approx\frac{1}{2a}-\frac12=\frac{L}{\lambda}-\frac12 .$$

The two in-plane integrals each give $2\pi/\lambda$ as before. A $\Delta_2$ valley has $m_l$ along the normal and $m_t$ twice in the plane. A $\Delta_4$ valley has $m_t$ along the normal and one of each mass in the plane. The ratio of the sheet densities is thus

$$\frac{n_4}{n_2}=2b\,
\frac{(L/\lambda_t-1/2)/(\lambda_l\lambda_t)}{(L/\lambda_l-1/2)/\lambda_t^2}
=2b\,\frac{L-\lambda_t/2}{L-\lambda_l/2}.$$

In the last step, numerator and denominator were multiplied by $\lambda_l\lambda_t^2$. Each group behaves as if the film were thinner by half its thermal wavelength along the normal. The lighter normal mass of the $\Delta_4$ valleys gives the larger loss, so confinement assists the strain.

For $L=50$ nm, the factor 2 is replaced by

$$2\times\frac{50-4.94}{50-2.24}=1.887,$$

and $f=96.2$ percent. For $L=10$ nm, it is replaced by 1.306, and $f=97.3$ percent. These fractions were also obtained by diagonalizing the well on 2000 intervals; they agree with the formula to within 0.001 percentage points. The formula fails as $L$ falls toward $\lambda_t/2=4.9$ nm, because the neglected Poisson terms then matter: its ratio $n_4/n_2$ is too low by about 1 percent at 7 nm and 10 percent at 6 nm.

## The result beside a real film

Strained silicon on insulator is a suitable setting: a tensile silicon layer lies on oxide, whose high barrier makes hard walls a reasonable first approximation. Penetration into the barrier widens the well more for the light normal mass: with barriers of 3.1 eV on both sides and an oxide mass of 0.3 to 0.5, the 10 nm fraction is 97.0 to 97.1 percent instead of 97.3, while the 50 nm fraction moves by only about 0.05 points. A strain of 0.63 percent and thicknesses of 10 to 50 nm are within the rough range of such films, although the equilibrium (Matthews-Blakeslee) critical thickness of a layer with this strain on a crystalline substrate is only about 17 nm (12 to 19 nm, depending on the form of the logarithmic term), so thicker layers grown that way hold their strain metastably. For a 50 nm film near flat band with $10^{17}$ electrons per cm$^3$, the corrections above are only a few tenths of a percentage point or less. A transistor channel in strong inversion breaks both the flat-band and the nondegenerate assumptions: roughly $10^{13}$ electrons per cm$^2$ are held within a few nanometres, which means more than $10^{19}$ per cm$^3$. The bulk calculation at $10^{19}$ cm$^{-3}$ lowers $f$ by 1.6 points, whereas hard-wall confinement to 10 nm in a dilute gas raises it by 1.4 points. These two numbers show the directions of the competing effects, but they cannot be added to predict $f$ in a gated channel. There the gate field confines the electrons much more tightly than a flat 10 nm well. A self-consistent hard-wall solution at $10^{13}$ cm$^{-2}$ and 300 K, without exchange, for an undoped film of 10 to 50 nm with one gate, adds about 0.07 eV to the splitting of the lowest subbands and gives $f$ of 98.4 to 98.5 percent. Two symmetric gates on a 10 to 20 nm film add only 0.03 to 0.05 eV at the same total sheet density and give 98.0 to 98.1 percent, while a uniform, fully depleted acceptor charge of $2.5$ to $4\times10^{12}$ cm$^{-2}$ in a 10 to 50 nm film under one gate gives 99.1 to 99.6 percent. Because the gate presses the electrons against the oxide, barrier penetration matters more here than in the flat film. With a 3.1 eV barrier and an oxide mass of 0.5, these fractions fall by 0.6 to 1.0 points: to about 97.5 percent for one gate (added splitting about 0.06 eV), 97.3 to 97.5 percent for two gates, and 98.1 to 98.8 percent with the depletion charge. In all these cases $f$ stays above the bulk dilute value, so confinement outweighs degeneracy.

In a dilute, bulk-like film, temperature matters more than these corrections over a device's working range. With $D$ held at 0.100 eV, the bulk dilute fraction is 98.1 percent at 250 K, 93.2 percent at 350 K and 90.1 percent at 400 K. The strain and $\Xi_u$ also carry uncertainty, and a 10 percent error in $D$ moves $f$ by between 1 and 2 points at 300 K. At a fixed strain of 0.63 percent, $\Xi_u=7.8$ eV would give 93.5 percent and $\Xi_u=10.5$ eV would give 97.9 percent. If strain changed the ratio of upper to lower density of states per valley by an assumed 5 percent, $f$ would move by 0.2 points. The statement "about 96 percent" is therefore justified for this splitting at room temperature in a dilute, bulk-like film, while its further decimals have no material significance. The values for the bulk, Fermi-Dirac and 10 and 50 nm hard-wall cases are in the numerical output.

## Numbers as computed

```
temperature: 300 K
valley splitting D: 0.100 eV
thermal energy kT: 0.025852 eV
D/kT: 3.8682
Boltzmann factor exp(-D/kT): 0.02090
population ratio fourfold/twofold: 0.04179
lower-pair fraction, formula: 95.99 percent
lower-pair fraction, k-grid sum: 95.99 percent
upper-four fraction: 4.01 percent
lower-pair fraction at D = 0: 33.33 percent
fraction if valley count is forgotten: 97.95 percent
splitting needed for 96 percent: 0.1001 eV
splitting needed for 99 percent: 0.1367 eV
sensitivity df/dD: 0.1490 percentage points per meV
rough masses ml, mt: 0.92, 0.19 free-electron masses
density-of-states mass of one valley: 0.3214 free-electron masses
effective density of states, one valley: 4.573e+18 cm^-3
rough C11, C12: 166, 64 GPa
rough deformation potential Xi_u: 9.0 eV
normal/in-plane strain ratio: -0.7711
in-plane strain for this D: 0.627 percent
normal strain for this D: -0.484 percent
(mu - E2)/kT at 1e17 cm^-3: -4.553
fraction at 1e17 cm^-3, Fermi-Dirac: 95.974 percent
change at 1e17 cm^-3, full: -0.0140 percentage points
change at 1e17 cm^-3, first order: -0.0140 percentage points
(mu - E2)/kT at 1e19 cm^-3: 0.391
fraction at 1e19 cm^-3, Fermi-Dirac: 94.41 percent
thermal lengths for ml, mt: 4.487, 9.873 nm
50 nm film, prefactor replacing 2: 1.8872
50 nm film, lower-pair fraction: 96.21 percent
10 nm film, prefactor replacing 2: 1.3056
10 nm film, lower-pair fraction: 97.34 percent
fraction at 250 K, same D: 98.11 percent
fraction at 350 K, same D: 93.23 percent
fraction at 400 K, same D: 90.10 percent
fraction at D = 0.090 eV, 300 K: 94.20 percent
fraction at D = 0.110 eV, 300 K: 97.24 percent
fraction, upper/lower DOS ratio x 0.95: 96.18 percent
fraction, upper/lower DOS ratio x 1.05: 95.80 percent
```
